# Why Surface-Potential Sign Does Not Fix Ferroelectric Polarization Direction

Suppose a Kelvin-probe map is to supply the initial state of a switching calculation. One region reads positive relative to the contact offset, and a direction of polarization must be entered for it. If the wrong direction is entered, the calculation starts in the opposite domain, and a pulse meant to switch it merely reinforces it. The potential map alone does not settle the choice: two opposite domains can give the same reading, even when neither is overcompensated.

## Two opposite domains with one reading

Let \(z\) point from a grounded back electrode, whose surface is at \(z=0\), to the free surface of the film. The polarization \(P\) is the value at zero field, positive when it points up, so that its bound charge per area at the free surface is \(+P\). The film has thickness \(d=200\) nm and permittivity \(\varepsilon_f=100\), which contains the linear response. Its polarization has magnitude \(P_0=25\) µC/cm².

Adsorbed charge \(\sigma\) per area lies on top of a thin layer of thickness \(h=0.20\) nm and permittivity \(\varepsilon_a=10\). Write \(\sigma=-\theta P\), where \(\theta\) is the degree of compensation: \(\theta<1\) is undercompensation and \(\theta>1\) overcompensation. The domains are wide, so the fields depend on \(z\) alone.

**What the probe nulls.** The tip carries a dc bias \(V\) and a small ac bias. With charges frozen during the reading and linear dielectrics, the gap field is \(E_{dc}+E_{ac}\sin\omega t\). The attractive pressure on the tip is

\[
\frac{\varepsilon_0}{2}\left(E_{dc}+E_{ac}\sin\omega t\right)^2 ,
\]

whose part at frequency \(\omega\) has amplitude \(\varepsilon_0E_{dc}E_{ac}\). Since \(E_{ac}\neq0\), nulling this part makes \(E_{dc}=0\). The displacement \(D\) in the gap is then zero, whatever the gap width.

At the null, the electron vacuum energies just outside tip and sample are equal. For tip work function \(\Phi\), effective work function \(W\) of the stack without polarization or added charge, and electrostatic potential \(\phi_s\) produced by these charges at the outer surface,

\[
-eV+\Phi=W-e\phi_s
\quad\Rightarrow\quad
V=V_0+\phi_s,\qquad V_0=\frac{\Phi-W}{e}.
\]

An instrument that biases the sample instead of the tip reports the opposite sign.

**The up domain.** Take \(P=+25\) µC/cm² and \(\theta=0.98\), so \(\sigma=-24.5\) µC/cm². Gauss's law across the adsorbed sheet reads \(D_{above}-D_{below}=\sigma\). As \(D_{above}=0\), the displacement below it is \(D=+24.5\) µC/cm². In the film \(D=\varepsilon_0\varepsilon_fE_f+P\), hence

\[
E_f=\frac{(24.5-25.0)\ \text{µC/cm}^2}{100\,\varepsilon_0}=-56.5\ \text{kV/cm}.
\]

The potential rises across the film by \(-E_fd=+1.13\) V.

Two further drops oppose this rise. In the adlayer the field is \(D/(\varepsilon_0\varepsilon_a)\), so the potential changes by \(-D\lambda_t/\varepsilon_0\), with \(\lambda_t=h/\varepsilon_a=0.020\) nm. In the electrode, linear Thomas–Fermi screening with length \(\lambda_{TF}=0.08\) nm gives \(\phi''=\phi/\lambda_{TF}^2\). The solution that vanishes deep inside is \(\phi=\phi_i e^{z/\lambda_{TF}}\) for \(z<0\). At the interface, with electrode permittivity \(\varepsilon_e=8\),

\[
D=-\varepsilon_0\varepsilon_e\frac{\phi_i}{\lambda_{TF}}
\quad\Rightarrow\quad
\phi_i=-\frac{D\lambda_b}{\varepsilon_0},\qquad
\lambda_b=\frac{\lambda_{TF}}{\varepsilon_e}=0.010\ \text{nm}.
\]

With \(\lambda=\lambda_t+\lambda_b=0.030\) nm, the two drops together are \(-D\lambda/\varepsilon_0=-0.98\times0.847\ \text{V}=-0.830\) V. Here 0.847 V is \(P_0\lambda/\varepsilon_0\). Therefore

\[
V-V_0=1.129-0.830=+0.299\ \text{V}.
\]

**The down domain.** Now take \(P=-25\) µC/cm² and \(\theta=0.9904\) (rounded here; the field and voltages below use the unrounded value), so \(\sigma=+24.76\) µC/cm² and \(D=-24.76\) µC/cm². The film field is \((-24.76+25.00)\) µC/cm² divided by \(100\,\varepsilon_0\), or \(+27.0\) kV/cm. The film contributes \(-0.540\) V, while adlayer and electrode contribute \(+0.9904\times0.847=+0.839\) V. Again

\[
V-V_0=-0.540+0.839=+0.299\ \text{V}.
\]

Both film fields oppose their polarization, and both lie below the coercive field of 100 kV/cm assumed here. By that criterion both domains survive. Their compensations differ by about one per cent of the bound charge, and neither exceeds it. Overcompensation is thus one way to invert the sign, but it is not needed once the charges are separated by a finite electrical distance.

## The general statement

For a laterally uniform, linear film with frozen charge, the Kelvin reading is a sum of charges weighted by their electrical distance from the back electrode. Its sign does not fix that of \(P\) unless the other charges are sufficiently constrained.

**Proof.** Let \(\rho(z)\) be all charge other than the polarization charge, in the film, in the adlayer and on its outer surface, \(z=d+h\). Since \(D=0\) in the gap, integrating \(dD/dz=\rho\) downward gives

\[
D(z)=-\int_z^{d+h}\rho(z')\,dz'.
\]

The field is \(E=(D-P)/(\varepsilon_0\varepsilon_f)\) in the film and \(D/(\varepsilon_0\varepsilon_a)\) in the adlayer. Adding the electrode potential \(\phi_i=-D(0)\lambda_b/\varepsilon_0\) to \(-\int E\,dz\),

\[
\phi_s=\frac1{\varepsilon_0}\left[\frac{Pd}{\varepsilon_f}-D(0)\lambda_b-\int_0^{d+h}\frac{D(z)}{\varepsilon(z)}\,dz\right].
\]

Insert \(D(z)\) and exchange the order of integration. A charge at \(z'\) contributes to \(D\) at every \(z<z'\), so

\[
V=V_0+\frac1{\varepsilon_0}\left[\frac{Pd}{\varepsilon_f}+\int_0^{d+h}\rho(z')\,s(z')\,dz'\right],
\qquad
s(z')=\lambda_b+\int_0^{z'}\frac{dz}{\varepsilon(z)} .
\]

For adsorbed charge alone, \(s=\lambda_b+d/\varepsilon_f+\lambda_t\), which gives

\[
V-V_0=\frac{1}{\varepsilon_0}\left[\frac{(P+\sigma)d}{\varepsilon_f}+\sigma\lambda\right]
=\frac{P}{\varepsilon_0}\left[(1-\theta)\frac d{\varepsilon_f}-\theta\lambda\right].
\]

The bracket vanishes when \(d/\varepsilon_f=\theta(d/\varepsilon_f+\lambda)\), that is, at

\[
\theta^*=\frac{1}{1+\varepsilon_f\lambda/d}.
\]

Below \(\theta^*\) the reading has the sign of \(P\); above it, the opposite sign.

To show the ambiguity for any given reading, solve the first form for the charge:

\[
\sigma=\frac{\varepsilon_0(V-V_0)-Pd/\varepsilon_f}{d/\varepsilon_f+\lambda}.
\]

The denominator is positive, so a solution exists for \(P=+P_0\) and for \(P=-P_0\). This proves that the electrostatic inversion is not unique. \(\square\)

The formula was tested against a numerical Poisson solution with Thomas–Fermi screening and a tip at gaps of 20 and 60 nm. For both polarizations and \(\theta=0.98,0.99,1.00,1.01\), the bias that nulled the computed force agreed with it within 0.2 mV. The numerical threshold was 0.98522, equal to the derived value at the digits shown.

## When stability restores a sign rule

Electrostatics permits any \(\sigma\), but a domain must also survive its own field. The depolarizing field has magnitude \((1-\theta)P_0/(\varepsilon_0\varepsilon_f)\) for \(\theta<1\). Requiring it to stay below the coercive field \(E_c\) gives

\[
\theta>\theta_c=1-\frac{\varepsilon_0\varepsilon_fE_c}{P_0}=0.9646 .
\]

A normal sign requires \(\theta_c<\theta<\theta^*\); an inverted sign requires \(\theta>\theta^*\). Both are available here because \(\theta^*=0.985\) exceeds \(\theta_c\).

The signal is consequently a small remainder. Without screening, the linear law would give a film voltage of 56.5 V and a field of 2.82 MV/cm, far above \(E_c\). These figures set a scale and do not describe a state: a quartic Landau energy with the same \(P_0\) and slope sustains an opposing field of at most 0.55 MV/cm, and an unscreened uniform polarization collapses. Survival requires nearly all of that voltage to be cancelled, and a change of one per cent in \(\theta\) then moves the reading by 0.57 V.

If \(\theta^*<\theta_c\), the window for a normal sign closes. Using

\[
1-\theta^*=\frac{\varepsilon_f\lambda}{d+\varepsilon_f\lambda},
\]

this happens when

\[
d<\varepsilon_f\lambda\left(\frac1{1-\theta_c}-1\right)
\approx3\ \text{nm}\times\left(\frac1{0.0354}-1\right)\approx82\ \text{nm},
\]

with \(P_0,\varepsilon_f,\lambda\) and \(E_c\) held fixed. In such a thin film, with adsorbed charge alone and \(V_0\) subtracted, every state allowed by this criterion has the inverted sign. The sign is then informative, but it means the reverse of the bare bound charge. Charge trapped inside the film does not break this rule if the opposing field stays below \(E_c\) at every depth. For an up domain this means \(E_f>-E_c\), hence \(D>\theta_cP_0\) throughout the film, and

\[
\phi_s<E_cd-\frac{\theta_cP_0\lambda}{\varepsilon_0},
\]

which is negative below the same thickness. Charge at the boundary between film and adlayer, or inside the adlayer, can break the rule, because the displacement in the adlayer is then no longer tied to that in the film.

The 82 nm depends strongly on holding \(E_c\) fixed, whereas coercive fields usually rise as films thin. The window closes when \(E_c(d+\varepsilon_f\lambda)<P_0\lambda/\varepsilon_0=0.847\) V. With \(E_c\) scaled from 100 kV/cm at 200 nm as \(d^{-1/3}\) or \(d^{-1/2}\), the thickness falls to 51 or 30 nm. With \(d^{-2/3}\) the left side never falls below 0.93 V, reached at 6 nm, and the window does not close.

In the opposite limit, \(\varepsilon_f\lambda/d\to0\), the threshold tends to 1. Inversion by adsorbed charge then does require overcompensation. At exact compensation with finite \(\lambda\), the reading is \(-P\lambda/\varepsilon_0\): the net charge is zero, but a dipole remains.

For the up domain of the example, the three regimes are:

- \(\theta=0.98\): \(V-V_0=+0.299\) V, normal sign.
- \(\theta=0.99\): \(V-V_0=-0.274\) V, inverted though undercompensated.
- \(\theta=1.01\): \(V-V_0=-1.420\) V, inverted by overcompensation and charge separation together.

In the last case the film field is \(+28.2\) kV/cm, parallel to \(P\). It does not drive back-switching, so the coercive field sets no upper limit on \(\theta\); conduction or breakdown must do so. The model takes \(\theta\) as given and does not predict which value the surface chemistry selects.

## Injected charge and contact offset

A trapped sheet \(\sigma_i\) at depth \(x\) below the film surface has \(s=\lambda_b+(d-x)/\varepsilon_f\). It adds

\[
\Delta V=\frac{\sigma_i}{\varepsilon_0}\left(\lambda_b+\frac{d-x}{\varepsilon_f}\right).
\]

For \(x=20\) nm, the distance is \(0.010+1.80=1.81\) nm. Cancelling the \(+0.299\) V of the up domain at \(\theta=0.98\) takes

\[
\frac{|\sigma_i|}{e}=\frac{\varepsilon_0(0.299\ \text{V})}{e(1.81\ \text{nm})}
=9.14\times10^{11}\ \text{cm}^{-2}
\]

trapped electrons. This is 0.59 % of the bound-charge density, \(1.56\times10^{14}\) cm⁻². Twice the density reverses the reading to \(-0.299\) V.

Writing with a tip can supply charge of the misleading sign. A sufficiently positive tip produces a downward field and can write \(P<0\), whose surface bound charge is negative. If it also injects positive charge, that charge pushes the reading upward and may make it positive.

The raw sign has a separate ambiguity. With \(V_0=0.40\) V and \(\theta=0.98\) in both domains, up reads \(+0.699\) V and down reads \(+0.101\) V. Half their difference is \(+0.299\) V, so the offset cancels if \(V_0\) is equal in both; with equal \(\theta\) the result is the signal of the up domain. At \(\theta=0.99\), the same operation gives \(-0.274\) V. Subtracting domains removes the offset but leaves the ambiguity in compensation.

## What a temperature step can reveal

Let the film warm quickly enough that all charges other than \(P\) stay frozen. If \(d,\varepsilon_f,\lambda\) and \(V_0\) are also held fixed, their terms cancel in the difference of two readings:

\[
\Delta V=\frac{\Delta P\,d}{\varepsilon_0\varepsilon_f}.
\]

On warming, the magnitude of \(P\) falls in this example, so \(\Delta V\) is negative for an up domain and positive for a down domain.

With a pyroelectric coefficient of \(-20\) nC/(cm² K), a rise of 10 K changes \(P\) by \(-0.20\) µC/cm² in the up domain and the reading by \(-0.452\) V. Starting from \(+0.299\) V, the reading passes zero after 6.6 K and ends at \(-0.152\) V. No switching has occurred. The compensation has risen from 0.98 to 0.9879, past \(\theta^*\) but still below 1. The sign of the potential has inverted, while the sign of its change identifies the direction.

Within the linear model, a changing permittivity adds a second term. Differentiating the film term at fixed \(\sigma\), with primes for temperature derivatives,

\[
\frac{dV}{dT}=\frac{d}{\varepsilon_0\varepsilon_f}
\left[P'-(1-\theta)P\frac{\varepsilon_f'}{\varepsilon_f}\right].
\]

For \(P>0\), \(P'<0\) and \(\varepsilon_f'>0\), undercompensation makes both terms negative. Overcompensation makes them compete, and the rule needs \(|P'|/P>(\theta-1)\varepsilon_f'/\varepsilon_f\). At \(\theta=1.01\) and a slope of 0.3 %/K, this compares 0.08 %/K with 0.003 %/K, so the rule holds. At \(\theta=0.98\), including the slope changes the final reading of the linear model from \(-0.152\) to \(-0.172\) V. This correction should not be carried over to a real film: it is of first order in \(\theta-1\), and the neglected dielectric nonlinearity gives a term of the same order and opposite sign. In a Landau energy whose only temperature dependence is a quadratic coefficient \(a(T)\), the field is \(E=2aP+\dots\), frozen charge holds the total polarization near \(\theta P_0\), and \(dV/dT\approx-2a'\theta P_0d\) for the up domain, which is negative for every \(\theta\) and grows in size with it. A sixth-order energy matched to the same \(P_0\), \(\varepsilon_f\), \(P'\) and slope gives \(-44.3\), \(-45.2\) and \(-45.6\) mV/K at \(\theta=0.98\), 1.00 and 1.01, against \(-48.6\), \(-45.2\) and \(-43.5\) from the formula, and a shift of \(-0.443\) V over 10 K at \(\theta=0.98\), starting from \(+0.247\) V and passing zero after 5.6 K. When the higher coefficients also depend on temperature the rule can fail; in one bulk fit the sign has reversed by \(\theta=1.08\), where the film field is about 150 kV/cm. If screening follows the heating, or if traps empty, the inference can fail.

## The model beside a real film

The polarization, permittivity, coercive field and pyroelectric coefficient are rough values for a barium titanate film; the adlayer and electrode parameters are round model values. Three common Landau fits to bulk crystals, which do not bound all others, give a larger permittivity at room temperature, from about 130 to 190 depending on the fit, with a slope of 0.9 to 1.0 %/K and pyroelectric coefficients from about \(-16\) to \(-36\) nC/(cm² K). At \(\varepsilon_f=190\) the threshold is \(\theta^*=0.972\), so \(\theta=0.98\) is already inverted. The nominal adlayer field is 27.7 MV/cm, too large to treat this molecular layer as an ordinary bulk dielectric. Its \(\lambda_t\) should be read as an effective dipole length. Linear screening in the electrode is also near its limit. The chosen \(\lambda_{TF}\) and \(\varepsilon_e\) imply a density of states of \(7\times10^{22}\) cm⁻³ eV⁻¹. For a parabolic band holding \(1.2\times10^{22}\) electrons per cm³ the Fermi energy is then 0.26 eV, comparable to the 0.28 V drop. Nonlinear Thomas–Fermi screening then gives \(+0.25\) V for the up domain and \(-0.32\) V for the down domain at \(\theta=0.98\), so the two are no longer mirror images. These figures are indicative only: such a band has a mass near \(7m_e\) and a Fermi wavelength of 0.9 nm, ten times \(\lambda_{TF}\), so a local screening theory is outside its range. The quantum linear response of the same band at a hard wall gives a length of about 0.2 nm from the wall, or 0.04 nm from the edge of the positive background, in place of 0.08 nm. Like \(\lambda_t\), \(\lambda_b\) should be read as an effective length. The film voltage, 1.13 V, is below a rough band gap of 3.2 eV divided by \(e\), but the stricter limit is the electron barrier at the electrode. In the up domain the top of the film lies 0.85 V above the bulk of the electrode, and free electrons gather there if the barrier is not well above this. In equilibrium at 300 K, with an effective density of states of \(10^{20}\) cm⁻³, the up-domain reading stays at \(+0.299\) V for a barrier of 1.2 eV but falls to \(+0.28\), \(+0.21\), \(+0.04\) and \(-0.15\) V for 1.0, 0.9, 0.7 and 0.5 eV. If these electrons follow a 10 K step, the shift of the up domain keeps its sign but shrinks from \(-0.452\) V to \(-0.36\), \(-0.19\) and \(-0.07\) V for 0.9, 0.7 and 0.5 eV, while that of the down domain stays at \(+0.452\) V. Leakage through defects is not excluded either.

Dielectric nonlinearity, estimated with a quartic Landau energy of the same small-field slope, lowers the \(+0.299\) V signal to \(+0.266\) V. Barium titanate has a first-order transition, and Landau energies of sixth or eighth order, rescaled to the same \(P_0\) and slope, lower it further, to between \(+0.22\) and \(+0.24\) V. Ionized donors matter more. A uniform density \(\rho\) adds

\[
\frac{\rho}{\varepsilon_0}\int_0^d\left(\lambda_b+\frac z{\varepsilon_f}\right)dz
=\frac{\rho}{\varepsilon_0}\left(\lambda_bd+\frac{d^2}{2\varepsilon_f}\right),
\]

which is \(+0.366\) V for \(10^{17}\) cm⁻³ fully ionized donors. At \(\theta=0.98\) this would make even the down domain positive relative to \(V_0\): the sum of the unrounded terms is \(+0.066\) V. The estimate assumes a film depleted of free electrons. In the equilibrium model above this holds for the down domain with barriers down to 0.5 eV, whereas the up domain needs about 1.5 eV; at 1.0 eV its total reading is \(+0.34\) V rather than \(+0.665\) V.

Domain width can also decide the sign. For equal alternating stripes with in-plane permittivity \(\varepsilon_x=2000\), the potential 20 nm above a stripe centre, without a tip, is \(+0.298\) V for 10 µm stripes but \(-0.130\) V for 1 µm stripes. To see why, consider a lateral harmonic of wave number \(k\). In the film \(\varepsilon_f\phi''=\varepsilon_xk^2\phi\), so the part due to net surface charge varies as \(\sinh qz\), with \(q=k\sqrt{\varepsilon_x/\varepsilon_f}\). Neglecting displacement in the air, Gauss's law at the surface gives

\[
\phi(d)=\frac{P+\sigma}{\varepsilon_0\varepsilon_f}\frac{\tanh qd}{q}.
\]

This is the wide-domain value times \(\tanh(qd)/(qd)\), about 0.35 for the leading harmonic of the 1 µm stripes. The electrode's step reaches the surface reduced by about \(1/\cosh qd=0.12\). The adlayer's step sits at the surface and is not reduced by either factor, so it wins. Summed over harmonics, film, adlayer and electrode give \(+0.44\), \(-0.53\) and \(-0.04\) V. The inversion at this width needs the large in-plane permittivity: with \(\varepsilon_x=\varepsilon_f\) the 1 µm stripes give \(+0.26\) V, and their sign changes near \(\varepsilon_x=900\). At \(\varepsilon_x=2000\) the sign at the centre changes near a width of 1.5 µm at this height, and near 1.7 µm at 500 nm. Even a 10 µm stripe is inverted within about 0.4 µm of each wall: at 20 nm height the potential is \(-0.26\), \(-0.07\) and \(+0.05\) V at 100, 300 and 500 nm from the wall. At the walls of the 1 µm stripes the induced in-plane polarization is about 6 µC/cm² at 10 nm above the electrode, 12 at 5 nm and 26 at 2 nm, more than \(P_0\), and about 7 at 1 nm below the film surface. A linear in-plane response is therefore rough along the wall and fails at its foot; the effect of this on the values at the centre is not estimated here. For narrow domains, then, the sign can invert at fixed \(P\) and fixed \(\theta\). The numerical output below gives the inputs and readings together.

## Computed results

```
INPUTS (rough or round model values)
polarization P = 25.0 uC/cm2
film thickness = 200 nm, permittivity = 100
adlayer = 0.20 nm, permittivity = 10
Thomas-Fermi length = 0.08 nm, perm. = 8
lam_t = 0.020 nm, lam_b = 0.010 nm
contact offset V0 = 0.40 V
coercive field = 100 kV/cm, band gap = 3.2 eV
SCALES
bound charge P/e = 1.560e+14 cm^-2
unscreened film voltage P d/(eps0 eps_f) = 56.47 V
unscreened film field = 2.82 MV/cm
separation voltage P lam/eps0 = 0.847 V
theta_star formula = 0.98522
theta_star Poisson = 0.98522
smallest theta allowed by coercive field = 0.9646
READINGS: theta, V-V0 up, raw V up, raw V down (V), E_film up
0.98 +0.299 +0.699 +0.101 -56.5 kV/cm
0.99 -0.274 +0.126 +0.674 -28.2 kV/cm
1.00 -0.847 -0.447 +1.247 +0.0 kV/cm
1.01 -1.420 -1.020 +1.820 +28.2 kV/cm
Poisson null, up, theta 0.98: +0.6993 V
SAME READING FROM OPPOSITE POLARIZATION
up theta = 0.9800, down theta = 0.9904
common V-V0 = +0.299 V
film field in down domain = +27.0 kV/cm
TRAPPED ELECTRONS, up domain, theta 0.98
depth = 20 nm
density that cancels V-V0 = 9.138e+11 cm^-2
fraction of bound charge = 0.59 %
WARMING, up domain, theta 0.98 before warming
pyroelectric coefficient = -20 nC/(cm2 K)
warming = 10 K, change of V = -0.452 V
V-V0 after warming = -0.152 V
theta after warming = 0.9879
warming that brings V-V0 to zero = 6.6 K
NEGLECTED EFFECTS, up domain, theta 0.98
V-V0 in the simple model = +0.299 V
centre of 10 um stripe (in-plane perm. 2000) = +0.298 V
centre of 1 um stripe = -0.130 V
with nonlinear response = +0.266 V
permittivity slope = 0.3 %/K
after warming, with this slope = -0.172 V
donors 1e+17 cm^-3, ionized, add +0.366 V
film voltage = 1.13 V
nominal adlayer field = 27.7 MV/cm
```
